# Hyperfine Mixing in the n = 2 Levels of Muonic Hydrogen: test program

```python
"""Level scheme of muonic hydrogen at n = 2.
Result under test: the P manifold obeys
  H = C_F L.s1 + C_L L.s2 + C_T [3(s1.n)(s2.n) - s1.s2],
and its two F=1 levels are coupled by W = sqrt(2)/3 (C_L - C_T/2).
s1, s2: muon and proton spins; L: orbital momentum; n: unit separation.
The S-P gap contains one-loop electron vacuum polarization and proton size.
Natural units with energies in eV are used internally; output is in meV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

def codata(name):
    return const.physical_constants[name][0]

alpha = const.fine_structure
m_mu = 1e6 * codata('muon mass energy equivalent in MeV')
m_p = 1e6 * codata('proton mass energy equivalent in MeV')
m_e = 1e6 * codata('electron mass energy equivalent in MeV')
anomaly = codata('muon mag. mom. anomaly')
moment_p = codata('proton mag. mom. to nuclear magneton ratio')
kappa = moment_p - 1
hbar_c = const.hbar * const.c / const.e       # eV m
radius_m = codata('proton rms charge radius')
radius = radius_m / hbar_c                   # 1/eV
mu = m_mu * m_p / (m_mu + m_p)
bohr = 1 / (alpha * mu)                      # 1/eV
meV = 1e3

# Derived formulas
R = alpha / (24 * bohr**3)
cf = (1 + 2*anomaly)/(2*m_mu**2) + (1 + anomaly)/(m_mu*m_p)
cl = (1 + kappa)/(m_mu*m_p) + (1 + 2*kappa)/(2*m_p**2)
ct = (1 + anomaly)*(1 + kappa)/(m_mu*m_p)
CF, CL, CT = R*cf, R*cl, R*ct
split_S = alpha**4 * mu**3 * ct / 3
fine = 1.5 * CF
h1 = 4/3 * (CL + CT)
h3 = 4/3 * CL - 4/15 * CT
W = np.sqrt(2)/3 * (CL - CT/2)
size = alpha**4 * mu**3 * radius**2 / 12

def uehling_integrand(u):
    x = 2 * m_e * bohr * u
    return np.sqrt(u*u-1)/u**2*(1+0.5/u**2)*x*x/(1+x)**4

vp = alpha**3*mu/(3*np.pi)*quad(uehling_integrand, 1, np.inf,
                                 epsabs=1e-12, epsrel=1e-10)[0]
gap_SP = vp - size
unmixed = gap_SP + np.array([-0.75*h1, 0.25*h1,
                             fine-0.625*h3, fine+0.375*h3])
G = unmixed[2] - unmixed[1]
delta = np.sqrt(G*G/4 + W*W) - G/2
theta = 0.5*np.arctan2(2*W, G)
levels_P = unmixed + np.array([0, -delta, delta, 0])
levels_S = np.array([-0.75, 0.25])*split_S
weight = (np.cos(theta)-np.sqrt(2)*np.sin(theta))**2/3

# Radial expectation values by quadrature, lengths in Bohr radii
def R2S(r):
    return (1-r/2)*np.exp(-r/2)/np.sqrt(2)

def R2P(r):
    return r*np.exp(-r/2)/np.sqrt(24)

norm_S = quad(lambda r: r*r*R2S(r)**2, 0, np.inf)[0]
norm_P = quad(lambda r: r*r*R2P(r)**2, 0, np.inf)[0]
inverse_cube = quad(lambda r: R2P(r)**2/r, 0, np.inf)[0]/norm_P
R_num = alpha*inverse_cube/bohr**3
assert abs(norm_S-1) < 1e-8 and abs(norm_P-1) < 1e-8
assert abs(R_num/R-1) < 1e-8

# One-photon exchange between Dirac particles with Pauli terms.
# Momenta and masses here are measured in muon masses.
I2 = np.eye(2)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
gamma = [np.kron(pauli[2], I2)]
gamma += [np.kron(1j*pauli[1], s) for s in pauli]

def current(p, p_out, mass, anomalous):
    energy = np.sqrt(mass**2 + p@p)
    def spinor(k):
        lower = np.einsum('i,ijk->jk', k, pauli)/(energy+mass)
        return np.sqrt((energy+mass)/(2*energy))*np.vstack([I2, lower])
    q_lower = np.r_[0, -(p_out-p)]
    result = []
    for i in range(4):
        vertex = gamma[i].copy()
        for j in range(4):
            sigma = 0.5j*(gamma[i]@gamma[j]-gamma[j]@gamma[i])
            vertex += 1j*anomalous*sigma*q_lower[j]/(2*mass)
        result.append(spinor(p_out).conj().T@gamma[0]@vertex@spinor(p))
    return result

scale = 1e-3
p_in = scale*np.array([1., 0, 0])
p_out = scale*np.array([np.cos(1.1), np.sin(1.1), 0])
q = p_out-p_in
J1 = current(p_in, p_out, 1.0, anomaly)
J2 = current(-p_in, -p_out, m_p/m_mu, kappa)
exchange = np.kron(J1[0], J2[0])
exchange = exchange-sum(np.kron(J1[i], J2[i]) for i in (1, 2, 3))
normal = np.cross(q, p_in)[2]
cf_num = (np.trace(exchange@np.kron(pauli[2], I2))/(2j*normal)).real
cl_num = (np.trace(exchange@np.kron(I2, pauli[2]))/(2j*normal)).real
spin_spin = np.array([[np.trace(exchange@np.kron(a, b)).real/4
                       for b in pauli] for a in pauli])
ct_num = -2*np.trace(spin_spin)/(q@q)
expected = -ct*m_mu**2*((q@q)*np.eye(3)-np.outer(q, q))/4
assert abs(cf_num/(cf*m_mu**2)-1) < 1e-4
assert abs(cl_num/(cl*m_mu**2)-1) < 1e-4
assert np.max(abs(spin_spin-expected)) < 1e-4*np.max(abs(expected))
contact = -4*np.pi*alpha/(q@q)*4/3*np.trace(spin_spin)/m_mu**2
density_0 = R2S(0)**2/(4*np.pi*norm_S*bohr**3)
split_S_num = contact*density_0
assert abs(split_S_num/split_S-1) < 1e-4

# Vacuum polarization from the momentum-space loop function
nodes, weights = np.polynomial.legendre.leggauss(100)
z = (nodes+1)/2
zw = weights/2

def loop(k):
    t = z*(1-z)
    return 2*alpha/np.pi*np.sum(zw*t*np.log1p(k*k*t/(m_e*bohr)**2))

def form_difference(k):
    d = 1-1j*k
    P_part = 0.25/d**4
    S_part = 0.5/d**2-1/d**3+0.75/d**4
    return (P_part-S_part).imag/k

loop_integral = sum(quad(lambda k: loop(k)*form_difference(k), lo, hi,
                         epsabs=1e-13, epsrel=1e-9, limit=200)[0]
                    for lo, hi in ((1e-6, 1), (1, 10), (10, np.inf)))
vp_num = -2*alpha/(np.pi*bohr)*loop_integral
assert abs(vp_num/vp-1) < 1e-5

# Finite-size shift for a uniformly charged sphere. The leading formula
# omits relative corrections of order sphere radius / Bohr radius.
def sphere_shift(rms):
    edge = np.sqrt(5/3)*rms/bohr
    def integrand(y):
        r = edge*y
        return edge**2*y*y*R2S(r)**2*(1/y-(3-y*y)/2)
    return alpha/bohr*quad(integrand, 0, 1, epsabs=1e-18)[0]

size_num = sphere_shift(radius)
assert abs(size_num/size-1) < 5e-3
assert abs(sphere_shift(radius/10)/(size/100)-1) < 5e-4

# Full 12-state P manifold, Cartesian orbital basis
eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
orbital = -1j*eps
L = [np.kron(a, np.eye(4)) for a in orbital]
s1 = [np.kron(np.eye(3), np.kron(a/2, I2)) for a in pauli]
s2 = [np.kron(np.eye(3), np.kron(I2, a/2)) for a in pauli]

def dot(a, b):
    return sum(x@y for x, y in zip(a, b))

cosines, cw = np.polynomial.legendre.leggauss(8)
T = np.zeros((12, 12), dtype=complex)
for c, w in zip(cosines, cw):
    for phi in 2*np.pi*np.arange(12)/12:
        s = np.sqrt(1-c*c)
        n = np.array([s*np.cos(phi), s*np.sin(phi), c])
        spin_1 = np.einsum('i,ijk->jk', n, pauli)/2
        tensor = 3*np.kron(spin_1, spin_1)
        tensor -= sum(np.kron(a, a) for a in pauli)/4
        T += 3*w/(2*12)*np.kron(np.outer(n, n), tensor)
LS1, LS2 = dot(L, s1), dot(L, s2)
H = R_num*m_mu**-2*(cf_num*LS1+cl_num*LS2+ct_num*T)
H += np.eye(12)*(vp_num-size_num+R_num*cf_num/m_mu**2)
values, vectors = np.linalg.eigh(H)
groups = [slice(0, 1), slice(1, 4), slice(4, 7), slice(7, 12)]
levels_num = np.array([values[g].mean() for g in groups])
assert all(np.ptp(values[g]) < 1e-9 for g in groups)
# Intervals use a tight tolerance; the common offset has a size correction.
assert np.max(abs(np.diff(levels_num)-np.diff(levels_P))) < 2e-6
assert abs(levels_num[0]-levels_P[0]) < 3e-5
F_vec = [a+b+c for a, b, c in zip(L, s1, s2)]
F2 = dot(F_vec, F_vec)
for g, F in zip(groups, (0, 1, 1, 2)):
    block = vectors[:, g]
    assert np.allclose(F2@block, F*(F+1)*block, atol=1e-7)

# Coupling magnitudes and their relative sign, without a chosen phase
P32 = (LS1+np.eye(12))/1.5
P12 = np.eye(12)-P32
X, Y = P12@LS2@P32, P12@T@P32
assert abs(np.trace(X@X.conj().T).real/3-2/9) < 1e-10
assert abs(np.trace(Y@Y.conj().T).real/3-1/18) < 1e-10
assert abs(np.trace(X@Y.conj().T).real/3+1/9) < 1e-10
off = P12@H@P32
W_num = np.sqrt(np.trace(off@off.conj().T).real/3)
assert abs(W_num/W-1) < 1e-4

# Electric dipole strengths from spin projectors
singlet = np.eye(12)/4-dot(s1, s2)
triplet = np.eye(12)-singlet
from_0, from_1 = [], []
for g in groups:
    projector = vectors[:, g]@vectors[:, g].conj().T
    from_0.append(np.trace(projector@singlet).real/3)
    from_1.append(np.trace(projector@triplet).real/9)
strength_0 = np.array([0, weight, 1-weight, 0])
strength_1 = np.array([1/9, (1-weight)/3, weight/3, 5/9])
assert np.allclose(from_0, strength_0, atol=1e-4)
assert np.allclose(from_1, strength_1, atol=1e-4)
assert 22.7 < split_S*meV < 22.9

def show(label, value, unit='meV', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}')

show('Muon mass energy', m_mu/1e6, 'MeV')
show('Proton mass energy', m_p/1e6, 'MeV')
show('Reduced mass energy', mu/1e6, 'MeV')
show('Electron mass energy', m_e/1e6, 'MeV', 6)
show('Inverse fine-structure constant', 1/alpha, '(dimensionless)', 6)
show('Muon anomaly', anomaly, '(dimensionless)', 8)
show('Proton moment', moment_p, 'nuclear magnetons', 6)
show('Proton rms charge radius', radius_m*1e15, 'fm')
show('Muonic Bohr radius', bohr*hbar_c*1e15, 'fm', 2)
show('Vacuum-polarization gap', vp*meV)
show('Vacuum-polarization gap, loop integral', vp_num*meV)
show('Proton-size shift of 2S', size*meV)
show('Proton-size shift, uniform sphere', size_num*meV)
show('2P1/2 centroid minus 2S centroid', gap_SP*meV)
show('2S hyperfine splitting', split_S*meV)
show('2S splitting from exchange amplitude', split_S_num*meV)
show('C_F', CF*meV)
show('C_L', CL*meV)
show('C_T', CT*meV)
show('2P fine splitting', fine*meV)
show('2P1/2 diagonal hyperfine splitting', h1*meV)
show('2P3/2 diagonal hyperfine splitting', h3*meV)
show('Unmixed F=1 gap G', G*meV)
show('Off-diagonal element W', W*meV)
show('Mixing shift delta', delta*meV)
show('Second-order estimate W^2/G', W*W/G*meV)
show('Mixing angle', np.degrees(theta), 'degrees', 3)
show('Minor-j probability', np.sin(theta)**2, '(dimensionless)')
for F, energy in enumerate(levels_S):
    show(f'Level 2S1/2 F={F}', energy*meV)
names = ['2P1/2 F=0', '2P1/2 F=1', '2P3/2 F=1', '2P3/2 F=2']
for name, before, after, numeric in zip(names, unmixed, levels_P,
                                        levels_num):
    print(f'Level {name}: unmixed {before*meV:.4f}, '
          f'mixed {after*meV:.4f}, matrix {numeric*meV:.4f} meV')
for F, strengths in enumerate((strength_0, strength_1)):
    for name, energy, share in zip(names, levels_P, strengths):
        if share > 0:
            print(f'Line 2S F={F} to {name}: '
                  f'{(energy-levels_S[F])*meV:.4f} meV, '
                  f'strength share {share:.4f}')
to_THz = const.e/const.h/1e12
show('Line 2S F=1 to 2P3/2 F=2',
     (levels_P[3]-levels_S[1])*to_THz, 'THz', 3)
show('Line 2S F=0 to 2P3/2 F=1',
     (levels_P[2]-levels_S[0])*to_THz, 'THz', 3)
print('OK')
```

Printed output:

```
Muon mass energy: 105.6584 MeV
Proton mass energy: 938.2721 MeV
Reduced mass energy: 94.9645 MeV
Electron mass energy: 0.510999 MeV
Inverse fine-structure constant: 137.035999 (dimensionless)
Muon anomaly: 0.00116592 (dimensionless)
Proton moment: 2.792847 nuclear magnetons
Proton rms charge radius: 0.8407 fm
Muonic Bohr radius: 284.75 fm
Vacuum-polarization gap: 205.0074 meV
Vacuum-polarization gap, loop integral: 205.0074 meV
Proton-size shift of 2S: 3.6739 meV
Proton-size shift, uniform sphere: 3.6622 meV
2P1/2 centroid minus 2S centroid: 201.3335 meV
2S hyperfine splitting: 22.8320 meV
2S splitting from exchange amplitude: 22.8320 meV
C_F: 5.5645 meV
C_L: 3.1142 meV
C_T: 2.8540 meV
2P fine splitting: 8.3468 meV
2P1/2 diagonal hyperfine splitting: 7.9576 meV
2P3/2 diagonal hyperfine splitting: 3.3912 meV
Unmixed F=1 gap G: 4.2379 meV
Off-diagonal element W: 0.7954 meV
Mixing shift delta: 0.1444 meV
Second-order estimate W^2/G: 0.1493 meV
Mixing angle: 10.287 degrees
Minor-j probability: 0.0319 (dimensionless)
Level 2S1/2 F=0: -17.1240 meV
Level 2S1/2 F=1: 5.7080 meV
Level 2P1/2 F=0: unmixed 195.3653, mixed 195.3653, matrix 195.3769 meV
Level 2P1/2 F=1: unmixed 203.3229, mixed 203.1786, matrix 203.1902 meV
Level 2P3/2 F=1: unmixed 207.5608, mixed 207.7051, matrix 207.7168 meV
Level 2P3/2 F=2: unmixed 210.9520, mixed 210.9520, matrix 210.9636 meV
Line 2S F=0 to 2P1/2 F=1: 220.3026 meV, strength share 0.1783
Line 2S F=0 to 2P3/2 F=1: 224.8291 meV, strength share 0.8217
Line 2S F=1 to 2P1/2 F=0: 189.6573 meV, strength share 0.1111
Line 2S F=1 to 2P1/2 F=1: 197.4706 meV, strength share 0.2739
Line 2S F=1 to 2P3/2 F=1: 201.9971 meV, strength share 0.0594
Line 2S F=1 to 2P3/2 F=2: 205.2440 meV, strength share 0.5556
Line 2S F=1 to 2P3/2 F=2: 49.628 THz
Line 2S F=0 to 2P3/2 F=1: 54.363 THz
OK
```
